**Ammonia inversion barriers with and without polarisation functions**

The program computes the RHF barrier $B$, the relaxed planar energy minus the relaxed pyramidal energy, in six basis sets. It asserts that $B$ in 6-31G is below 0.35 of the 6-31G* value, that the same holds for a triple-zeta set stripped of polarisation functions against its polarised parent, and that STO-3G lies above 6-31G*. The output gives 16 meV for 6-31G, 283 meV for 6-31G* and 483 meV for STO-3G. A separate SCF solver with chosen d functions deleted reproduces the full and the sp energies, and it confirms that $d_{xz}$ and $d_{yz}$ on nitrogen do not lower the planar energy while they lower the pyramidal one, by 382 meV. A one-dimensional model in the tilt angle $b$ gives a lowest level spacing of 32 meV in 6-31G and 0.22 meV in 6-31G**; the program asserts a ratio above ten. It also asserts that the planar form has one imaginary mode in 6-31G**. Further lines size the effects of diffuse functions, electron correlation and zero-point energy.

## Program and output

```python
"""
Result under test: in RHF theory a flexible basis without polarisation functions
severely underestimates the inversion barrier of NH3; d functions on N restore it.
A minimal basis is an exception and overestimates the barrier.
Symbols: r = N-H length, tilt = angle of a bond from the plane normal to z,
barrier = E(planar, relaxed r) - E(relaxed pyramid). Internal units are atomic
units (hbar = electron mass = elementary charge = 1). d functions are spherical.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
HARTREE_MEV = const.physical_constants["Hartree energy in eV"][0] * 1000
BOHR_A = const.physical_constants["Bohr radius"][0] * 1e10
AMU = const.atomic_mass / const.m_e
MEV_KJ = const.e * const.N_A * 1e-6
MASS_H, MASS_N = 1.00783 * AMU, 14.00307 * AMU
PHI = 2 * np.pi * np.arange(3) / 3


def hydrogens(r, tilt):
    return r * np.column_stack((np.cos(tilt) * np.cos(PHI),
                                np.cos(tilt) * np.sin(PHI),
                                -np.sin(tilt) * np.ones(3)))


def run_hf(basis, r, tilt):
    atoms = [("N", (0.0, 0.0, 0.0))]
    atoms += [("H", tuple(p)) for p in hydrogens(r, tilt)]
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


def trimmed(name, lmax_n, lmax_h):
    return {el: [s for s in gto.basis.load(name, el) if s[0] <= lmax]
            for el, lmax in (("N", lmax_n), ("H", lmax_h))}


def optimise(basis, planar):
    scale = np.array([1.2, 0.6])  # makes both curvatures of order one

    def energy_and_slope(x):
        r, tilt = x / scale
        if planar:
            tilt = 0.0
        mf = run_hf(basis, r, tilt)
        force = mf.nuc_grad_method().kernel()[1:]
        along_r = hydrogens(1.0, tilt)
        along_tilt = r * np.column_stack((-np.sin(tilt) * np.cos(PHI),
                                          -np.sin(tilt) * np.sin(PHI),
                                          -np.cos(tilt) * np.ones(3)))
        slope = np.array([np.sum(force * along_r), np.sum(force * along_tilt)])
        if planar:
            slope[1] = 0.0
        return mf.e_tot, slope / scale

    start = np.array([1.89, 0.0 if planar else 0.37]) * scale
    res = minimize(energy_and_slope, start, jac=True, method="BFGS",
                   options={"gtol": 3e-5})
    assert np.max(np.abs(res.jac)) < 2e-4
    r, tilt = res.x / scale
    return res.fun, r, abs(tilt)


def hnh_angle(tilt):
    h = hydrogens(1.0, tilt)
    return np.degrees(np.arccos(np.clip(h[0] @ h[1], -1, 1)))


def subspace_rhf(mol, keep, density_full):
    """Own Roothaan solver with DIIS, using only the kept basis functions."""
    ix = np.ix_(keep, keep)
    s = mol.intor("int1e_ovlp")[ix]
    h = (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[ix]
    eri = mol.intor("int2e")[np.ix_(keep, keep, keep, keep)]
    d = density_full[ix]
    focks, errors = [], []
    for cycle in range(100):
        f = (h + np.einsum("pqrs,rs->pq", eri, d)
             - 0.5 * np.einsum("prqs,rs->pq", eri, d))
        if cycle > 0:
            err = f @ d @ s - s @ d @ f
            if np.max(np.abs(err)) < 1e-7:
                return 0.5 * np.sum(d * (h + f)) + mol.energy_nuc()
            focks, errors = (focks + [f])[-7:], (errors + [err])[-7:]
            n = len(focks)
            if n > 1:
                b = np.zeros((n + 1, n + 1))
                b[:n, :n] = [[np.sum(p * q) for q in errors] for p in errors]
                b[:n, :n] /= np.max(np.abs(b[:n, :n]))
                b[n, :n] = b[:n, n] = 1.0
                rhs = np.zeros(n + 1)
                rhs[n] = 1.0
                w = np.linalg.lstsq(b, rhs, rcond=None)[0][:n]
                f = sum(wi * fi for wi, fi in zip(w, focks))
        c = eigh(f, s)[1][:, :5]
        d = 2 * c @ c.T
    raise AssertionError("own SCF did not converge")


def inertia(r, tilt):
    mu = 3 * MASS_H * MASS_N / (3 * MASS_H + MASS_N)
    return r**2 * (3 * MASS_H * np.sin(tilt)**2 + mu * np.cos(tilt)**2)


def relaxed_scan(basis, r_centre):
    tilts, step, energies = np.radians(np.linspace(0, 45, 9)), 0.04, []
    for t in tilts:
        lo, mid, hi = [run_hf(basis, r_centre + k * step, t).e_tot
                       for k in (-1, 0, 1)]
        energies.append(mid - (hi - lo)**2 / (8 * (hi + lo - 2 * mid)))
    energies = np.array(energies)
    return CubicSpline(np.r_[-tilts[:0:-1], tilts],
                       np.r_[energies[:0:-1], energies])


def inversion_levels(potential, r, n):
    edge = np.radians(45)
    h = 2 * edge / (n + 1)
    x = -edge + h * np.arange(1, n + 1)
    g = 1 / inertia(r, -edge + h * (np.arange(n + 1) + 0.5))
    fine = potential(np.linspace(-edge, edge, 4001))
    diag = (g[:-1] + g[1:]) / (2 * h * h) + potential(x) - fine.min()
    levels = eigh_tridiagonal(diag, -g[1:-1] / (2 * h * h), select="i",
                              select_range=(0, 1), eigvals_only=True)
    return levels, potential(0.0) - fine.min()


def frequencies(mf):
    hess = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(12, 12)
    m = np.repeat([MASS_N, MASS_H, MASS_H, MASS_H], 3)
    lam = np.linalg.eigvalsh(hess / np.sqrt(np.outer(m, m)))
    lam = lam[np.argsort(np.abs(lam))][6:]  # drops translations and rotations
    return np.sort(np.sign(lam) * np.sqrt(np.abs(lam)))


# Relaxed barriers
bases = {"STO-3G": "sto-3g", "6-31G": "6-31g", "6-31G*": "6-31g*",
         "6-31G**": "6-31g**", "TZ-sp": trimmed("cc-pvtz", 1, 0),
         "TZ-pol": trimmed("cc-pvtz", 2, 1)}
pyramid, flat, barrier = {}, {}, {}
print("TZ-sp: cc-pVTZ with s,p on N and s on H")
print("TZ-pol: cc-pVTZ with s,p,d on N and s,p on H")
for name, basis in bases.items():
    pyramid[name], flat[name] = optimise(basis, False), optimise(basis, True)
    barrier[name] = (flat[name][0] - pyramid[name][0]) * HARTREE_MEV
    print(f"{name}: r pyramid {pyramid[name][1]*BOHR_A:.4f} A, "
          f"r planar {flat[name][1]*BOHR_A:.4f} A, "
          f"HNH {hnh_angle(pyramid[name][2]):.2f} deg, "
          f"barrier {round(barrier[name], 2) + 0.0:.2f} meV")
for name in ("6-31G", "6-31G*", "6-31G**", "TZ-pol"):
    print(f"{name} barrier converted: {barrier[name]*MEV_KJ:.2f} kJ/mol")
assert barrier["6-31G"] < 0.35 * barrier["6-31G*"]
assert barrier["TZ-sp"] < 0.35 * barrier["TZ-pol"]
assert barrier["STO-3G"] > barrier["6-31G*"]
t = pyramid["6-31G*"][2]
assert abs(np.cos(np.radians(hnh_angle(t))) - (1 - 1.5 * np.cos(t)**2)) < 1e-10

# Lowering by groups of d functions at fixed 6-31G* geometries
lowering = {}
for shape, (energy, r, tilt) in (("pyramid", pyramid["6-31G*"]),
                                 ("planar", (flat["6-31G*"][0],
                                             flat["6-31G*"][1], 0.0))):
    mf = run_hf("6-31g*", r, tilt)
    labels = mf.mol.ao_labels(fmt=False)
    d_index = [i for i, lab in enumerate(labels) if lab[0] == 0 and "d" in lab[2]]
    assert len(d_index) == 5  # order: xy, yz, z2, xz, x2-y2
    sp_index = [i for i in range(len(labels)) if i not in d_index]
    groups = {"d_z2": [2], "d_xz,d_yz": [1, 3], "d_xy,d_x2-y2": [0, 4],
              "all d": [0, 1, 2, 3, 4]}
    dm = mf.make_rdm1()
    e_sp = subspace_rhf(mf.mol, sp_index, dm)
    assert abs(e_sp - run_hf("6-31g", r, tilt).e_tot) < 1e-7
    for group, members in groups.items():
        keep = sorted(sp_index + [d_index[k] for k in members])
        e_group = subspace_rhf(mf.mol, keep, dm)
        lowering[shape, group] = (e_sp - e_group) * HARTREE_MEV
        if group == "all d":
            assert abs(e_group - mf.e_tot) < 1e-7
    lone_pair = mf.mo_coeff[:, 4]
    pz = [i for i, lab in enumerate(labels)
          if lab[0] == 0 and "p" in lab[2] and lab[3] == "z"]
    others = np.delete(lone_pair, pz)
    if shape == "planar":
        assert np.max(np.abs(others)) < 1e-5
    else:
        assert abs(lone_pair[d_index[2]]) > 1e-3
    print(f"{shape} lone pair: d_z2 coefficient {abs(lone_pair[d_index[2]]):.4f}, "
          f"largest non-p_z coefficient {np.max(np.abs(others)):.4f}")
for group in groups:
    a, b = lowering["pyramid", group], lowering["planar", group]
    print(f"lowering by {group}: pyramid {a:.2f} meV, planar {abs(b):.2f} meV, "
          f"difference {a-b:.2f} meV")
assert abs(lowering["planar", "d_xz,d_yz"]) < 0.01
assert lowering["pyramid", "d_xz,d_yz"] > 1.0
assert lowering["pyramid", "all d"] > lowering["planar", "all d"]

# Kinetic coefficient checked from Cartesian motion with fixed centre of mass
r_test, t_test, dt = 1.9, 0.4, 1e-5
velocity = (hydrogens(r_test, t_test + dt) - hydrogens(r_test, t_test - dt)) / (2 * dt)
v_com = MASS_H * velocity.sum(axis=0) / (3 * MASS_H + MASS_N)
twice_t = MASS_H * np.sum((velocity - v_com)**2) + MASS_N * np.sum(v_com**2)
assert abs(twice_t / inertia(r_test, t_test) - 1) < 1e-7

# Inversion levels with and without polarisation functions
splitting = {}
for name in ("6-31G", "6-31G**"):
    r = pyramid[name][1]
    potential = relaxed_scan(bases[name], r)
    levels, top = inversion_levels(potential, r, 2000)
    coarse, _ = inversion_levels(potential, r, 1000)
    splitting[name] = (levels[1] - levels[0]) * HARTREE_MEV
    assert abs((coarse[1] - coarse[0]) / (levels[1] - levels[0]) - 1) < 0.02
    # 3 meV covers the spline and the parabolic relaxation of r
    assert abs(top * HARTREE_MEV - barrier[name]) < 3.0
    print(f"{name} inversion: scan barrier {top*HARTREE_MEV:.2f} meV, "
          f"lowest level {levels[0]*HARTREE_MEV:.2f} meV above minimum, "
          f"splitting {splitting[name]:.4f} meV")
assert splitting["6-31G"] > 10 * splitting["6-31G**"]
print(f"masses used: H {MASS_H/AMU:.5f} u, N {MASS_N/AMU:.5f} u")

# Harmonic modes: planar form is a first-order saddle in the polarised basis
w_pyr = frequencies(run_hf("6-31g**", *pyramid["6-31G**"][1:]))
w_flat = frequencies(run_hf("6-31g**", flat["6-31G**"][1], 0.0))
assert np.all(w_pyr > 0) and np.sum(w_flat < 0) == 1
zpe_shift = 0.5 * (w_flat[1:].sum() - w_pyr[1:].sum()) * HARTREE_MEV
print(f"6-31G** planar form: {np.sum(w_flat < 0)} imaginary mode")
print(f"6-31G** inversion-mode quantum at pyramid: {w_pyr[0]*HARTREE_MEV:.2f} meV")
print(f"zero-point shift of barrier, other five modes: {zpe_shift:.2f} meV")

# Sizes of basis and correlation effects at fixed TZ-pol geometries
points = (pyramid["TZ-pol"][1:], (flat["TZ-pol"][1], 0.0))
aug = trimmed("aug-cc-pvtz", 2, 1)
e_aug = [run_hf(aug, *p).e_tot for p in points]
hf_aug = (e_aug[1] - e_aug[0]) * HARTREE_MEV
e_hf, e_cc = [], []
for p in points:
    mf = run_hf("aug-cc-pvdz", *p)
    solver = cc.CCSD(mf, frozen=1)
    solver.kernel()
    assert solver.converged
    e_hf.append(mf.e_tot)
    e_cc.append(solver.e_tot + solver.ccsd_t())
hf_dz = (e_hf[1] - e_hf[0]) * HARTREE_MEV
cc_dz = (e_cc[1] - e_cc[0]) * HARTREE_MEV
print("fixed TZ-pol geometries for the next three lines")
print(f"RHF barrier, aug-cc-pVTZ without N f and H d: {hf_aug:.2f} meV")
print(f"aug-cc-pVDZ barriers: RHF {hf_dz:.2f} meV, CCSD(T) {cc_dz:.2f} meV")
print(f"correlation shift of barrier: {cc_dz-hf_dz:.2f} meV")
assert barrier["6-31G"] < 0.5 * hf_aug and barrier["6-31G"] < 0.5 * cc_dz

barrier_error = barrier["6-31G**"] - barrier["6-31G"]
print(f"6-31G** minus 6-31G barrier: {barrier_error:.2f} meV")
for temperature in (298.15, 1300.0):
    kt = const.k * temperature / const.e * 1000
    print(f"T = {temperature:.2f} K: kT {kt:.2f} meV, Boltzmann factor of "
          f"barrier error {np.exp(barrier_error/kt):.4g}")
print("done: every assertion held")
```

Running it gives:

```
TZ-sp: cc-pVTZ with s,p on N and s on H
TZ-pol: cc-pVTZ with s,p,d on N and s,p on H
STO-3G: r pyramid 1.0325 A, r planar 1.0055 A, HNH 104.16 deg, barrier 483.12 meV
6-31G: r pyramid 0.9913 A, r planar 0.9864 A, HNH 116.13 deg, barrier 16.19 meV
6-31G*: r pyramid 1.0026 A, r planar 0.9884 A, HNH 107.20 deg, barrier 282.68 meV
6-31G**: r pyramid 1.0008 A, r planar 0.9866 A, HNH 107.63 deg, barrier 237.68 meV
TZ-sp: r pyramid 0.9938 A, r planar 0.9869 A, HNH 114.81 deg, barrier 30.63 meV
TZ-pol: r pyramid 0.9994 A, r planar 0.9843 A, HNH 107.25 deg, barrier 253.64 meV
6-31G barrier converted: 1.56 kJ/mol
6-31G* barrier converted: 27.27 kJ/mol
6-31G** barrier converted: 22.93 kJ/mol
TZ-pol barrier converted: 24.47 kJ/mol
pyramid lone pair: d_z2 coefficient 0.0272, largest non-p_z coefficient 0.2503
planar lone pair: d_z2 coefficient 0.0000, largest non-p_z coefficient 0.0000
lowering by d_z2: pyramid 138.68 meV, planar 69.80 meV, difference 68.88 meV
lowering by d_xz,d_yz: pyramid 382.11 meV, planar 0.00 meV, difference 382.11 meV
lowering by d_xy,d_x2-y2: pyramid 93.51 meV, planar 159.86 meV, difference -66.35 meV
lowering by all d: pyramid 599.40 meV, planar 228.88 meV, difference 370.52 meV
6-31G inversion: scan barrier 16.55 meV, lowest level 20.76 meV above minimum, splitting 32.1255 meV
6-31G** inversion: scan barrier 238.26 meV, lowest level 67.64 meV above minimum, splitting 0.2216 meV
masses used: H 1.00783 u, N 14.00307 u
6-31G** planar form: 1 imaginary mode
6-31G** inversion-mode quantum at pyramid: 141.58 meV
zero-point shift of barrier, other five modes: 24.13 meV
fixed TZ-pol geometries for the next three lines
RHF barrier, aug-cc-pVTZ without N f and H d: 229.21 meV
aug-cc-pVDZ barriers: RHF 222.95 meV, CCSD(T) 248.94 meV
correlation shift of barrier: 25.99 meV
6-31G** minus 6-31G barrier: 221.49 meV
T = 298.15 K: kT 25.69 meV, Boltzmann factor of barrier error 5547
T = 1300.00 K: kT 112.03 meV, Boltzmann factor of barrier error 7.222
done: every assertion held
```
